# Rotating-Analyser Ellipsometry: Fourier Coefficients and the Undetermined Sign of Delta: verification in Python

```python
"""Rotating-analyser ellipsometer: test of the signal and its inversion.

Result under test:
  I(A) = I0 [1 + alpha cos(2A) + beta sin(2A)]
  alpha = (tan(Psi)^2 - tan(P)^2) / (tan(Psi)^2 + tan(P)^2)
  beta  = 2 tan(Psi) tan(P) cos(Delta) / (tan(Psi)^2 + tan(P)^2)
so alpha and beta give Psi and cos(Delta), but not the sign of Delta.
Symbols: P polariser azimuth, A analyser azimuth (both from the p axis),
r_p and r_s reflection amplitudes, r_p/r_s = tan(Psi) exp(i Delta),
time factor exp(-i omega t). Angles are in radians inside the program.
"""
import numpy as np


def reflection(n_film, n_sub, d, wavelength, incidence, pol):
    """Reflection amplitude from the continuity conditions at both faces.

    The continuous field is E_y for s light and H_y for p light.
    """
    n = np.array([1.0, n_film, n_sub], dtype=complex)
    kz = 2*np.pi/wavelength*np.sqrt(n**2 - np.sin(incidence)**2)
    q = kz if pol == "s" else kz/n**2
    e = np.exp(1j*kz[1]*d)
    # unknowns: reflected, forward in film, backward in film, transmitted
    matrix = np.array([[1, -1, -1, 0],
                       [-q[0], -q[1], q[1], 0],
                       [0, e, 1/e, -1],
                       [0, q[1]*e, -q[1]/e, -q[2]]])
    return np.linalg.solve(matrix, np.array([-1, -q[0], 0, 0]))[0]


def signal(r_p, r_s, P, A, retardance=0.0):
    """Cycle average of the squared real field behind the analyser.

    Unit signal means the intensity leaving the polariser.
    """
    cycle = np.exp(-2j*np.pi*np.arange(16)/16)
    wave_p = (r_p*np.exp(1j*retardance)*np.cos(P)*cycle).real
    wave_s = (r_s*np.sin(P)*cycle).real
    passed = np.outer(np.cos(A), wave_p) + np.outer(np.sin(A), wave_s)
    return 2*np.mean(passed**2, axis=1)


turn = 2*np.pi*np.arange(64)/64


def coefficients(I):
    """Normalised Fourier coefficients of a signal sampled over one turn."""
    mean = I.mean()
    return np.array([2*np.mean(I*np.cos(2*turn))/mean,
                     2*np.mean(I*np.sin(2*turn))/mean])


def measure(r_p, r_s, P, retardance=0.0):
    return coefficients(signal(r_p, r_s, P, turn, retardance))


def invert(alpha, beta, P):
    """Psi and the magnitude of Delta from the coefficients."""
    psi = np.arctan(abs(np.tan(P))*np.sqrt((1 + alpha)/(1 - alpha)))
    cos_delta = np.sign(np.tan(P))*beta/np.sqrt(1 - alpha**2)
    return psi, np.arccos(cos_delta)


# Random samples and polariser settings of both signs
rng = np.random.default_rng(4)
for _ in range(200):
    psi = np.radians(rng.uniform(5, 85))
    delta = np.radians(rng.choice([-1, 1])*rng.uniform(2, 178))
    P = np.radians(rng.choice([-1, 1])*rng.uniform(10, 80))
    r_s = rng.uniform(0.2, 1)*np.exp(1j*rng.uniform(0, 6))
    r_p = r_s*np.tan(psi)*np.exp(1j*delta)
    I = signal(r_p, r_s, P, turn)
    a, b = coefficients(I)
    total = np.tan(psi)**2 + np.tan(P)**2
    assert np.isclose(a, (np.tan(psi)**2 - np.tan(P)**2)/total, atol=1e-11)
    assert np.isclose(b, 2*np.tan(psi)*np.tan(P)*np.cos(delta)/total,
                      atol=1e-11)
    assert np.isclose(I.mean(), abs(r_s)**2*np.cos(P)**2*total/2)
    harmonics = abs(np.fft.rfft(I))/I.sum()
    assert np.delete(harmonics, [0, 2]).max() < 1e-12
    psi_back, delta_back = invert(a, b, P)
    assert np.isclose(psi_back, psi, atol=1e-8)
    assert np.isclose(delta_back, abs(delta), atol=1e-8)
    # the conjugate ratio gives the same signal at every analyser azimuth
    r_p_conj = r_s*np.conj(r_p/r_s)
    assert np.allclose(signal(r_p_conj, r_s, P, turn), I, atol=1e-12)
    # a quarter-wave retarder supplies the missing signed component
    a_c, b_c = measure(r_p, r_s, P, np.pi/2)
    sign_P = np.sign(np.tan(P))
    assert np.isclose(a_c, a, atol=1e-11)
    assert np.isclose(1 - a**2 - b**2, b_c**2, atol=1e-11)
    assert np.isclose(np.arctan2(-sign_P*b_c, sign_P*b), delta, atol=1e-8)
    # a polariser along p carries no information on the sample
    assert np.allclose(measure(r_p, r_s, 0.0), [1, 0], atol=1e-11)

# Film example with round model parameters
wavelength, n_film, n_sub, d = 600.0, 1.5, 4.0, 100.0
incidence, P = np.radians(70), np.radians(30)


def film(thickness, substrate=n_sub):
    return [reflection(n_film, substrate, thickness, wavelength,
                       incidence, pol) for pol in "ps"]


r_p, r_s = film(d)
rho = r_p/r_s
psi, delta = np.arctan(abs(rho)), np.angle(rho)
alpha, beta = measure(r_p, r_s, P)
psi_back, delta_back = invert(alpha, beta, P)
assert np.isclose(psi_back, psi) and np.isclose(delta_back, abs(delta))
four = signal(r_p, r_s, P, np.radians([0, 45, 90, 135]))
alpha4 = (four[0] - four[2])/(four[0] + four[2])
beta4 = (four[1] - four[3])/(four[1] + four[3])
assert np.allclose([alpha4, beta4], [alpha, beta])

# Around the full circle of Delta, exactly two values match beta
scan = np.radians(np.arange(-180, 180) + 0.123)
misfit = np.array([measure(abs(rho)*np.exp(1j*x), 1.0, P)[1] - beta
                   for x in scan])
matches = np.count_nonzero(misfit*np.roll(misfit, -1) < 0)
assert matches == 2

# Film formula built from the two interface amplitudes
cosines = [np.sqrt(1 - (np.sin(incidence)/n)**2)
           for n in (1.0, n_film, n_sub)]
c0, c1, c2 = cosines
kz_film = 2*np.pi*n_film*c1/wavelength
X = np.exp(2j*kz_film*d)
r01 = {"p": (n_film*c0 - c1)/(n_film*c0 + c1),
       "s": (c0 - n_film*c1)/(c0 + n_film*c1)}
r12 = {"p": (n_sub*c1 - n_film*c2)/(n_sub*c1 + n_film*c2),
       "s": (n_film*c1 - n_sub*c2)/(n_film*c1 + n_sub*c2)}
for pol, direct in zip("ps", (r_p, r_s)):
    airy = (r01[pol] + r12[pol]*X)/(1 + r01[pol]*r12[pol]*X)
    assert np.isclose(airy, direct)

# Two thicknesses with conjugate ratios and the same signal
period = np.pi/kz_film
d_twin = period - d
twin_p, twin_s = film(d_twin)
rho_twin = twin_p/twin_s
assert np.isclose(rho_twin, np.conj(rho))
alpha_twin, beta_twin = measure(twin_p, twin_s, P)
assert np.allclose([alpha_twin, beta_twin], [alpha, beta])

# Absorption in the substrate removes the coincidence
n_abs = 4.0 + 0.5j
abs_first = measure(*film(d, n_abs), P)
abs_twin = measure(*film(d_twin, n_abs), P)
assert np.max(abs(abs_first - abs_twin)) > 1e-3

# Retarder measurement separates the two films
beta_c = measure(r_p, r_s, P, np.pi/2)[1]
beta_c_twin = measure(twin_p, twin_s, P, np.pi/2)[1]
delta_signed = np.arctan2(-beta_c, beta)
delta_signed_twin = np.arctan2(-beta_c_twin, beta_twin)
assert np.isclose(delta_signed, delta)
assert np.isclose(delta_signed_twin, np.angle(rho_twin))

# Incoherent equal mixture: same alpha and beta, no circular part
mix = (signal(r_p, r_s, P, turn) + signal(twin_p, twin_s, P, turn))/2
mix_c = (signal(r_p, r_s, P, turn, np.pi/2)
         + signal(twin_p, twin_s, P, turn, np.pi/2))/2
mix_ab, mix_beta_c = coefficients(mix), coefficients(mix_c)[1]
assert np.allclose(mix_ab, [alpha, beta])
assert abs(mix_beta_c) < 1e-10 and abs(beta_c) > 1e-3

# Error of Delta caused by an error of beta at fixed alpha
beta_error = 0.001
delta_small = np.radians(5)
errors = []
for a, b, D in ((alpha, beta, abs(delta)),
                (0.0, np.cos(delta_small), delta_small)):
    h = 1e-6
    slope = (invert(a, b + h, P)[1] - invert(a, b - h, P)[1])/(2*h)
    formula = -1/(np.sqrt(1 - a**2)*np.sin(D))
    assert np.isclose(slope, formula, rtol=1e-5)
    errors.append(np.degrees(abs(formula)*beta_error))
assert errors[1] > errors[0]

deg = np.degrees
print(f"wavelength: {wavelength:.0f} nm")
print(f"incidence angle: {deg(incidence):.0f} deg")
print(f"polariser azimuth P: {deg(P):.0f} deg")
print(f"film index: {n_film}, substrate index: {n_sub}")
print(f"film thickness d: {d:.1f} nm")
print(f"cosine of angle in film: {c1:.5f}")
print(f"cosine of angle in substrate: {c2:.5f}")
print(f"r01: p {r01['p']:.5f}, s {r01['s']:.5f}")
print(f"r12: p {r12['p']:.5f}, s {r12['s']:.5f}")
print(f"phase of X, 2 kz d: {deg(2*kz_film*d):.3f} deg")
print(f"r_p: {r_p:.5f}")
print(f"r_s: {r_s:.5f}")
print(f"rho: {rho:.5f}")
print(f"tan Psi: {abs(rho):.5f}, tan P: {np.tan(P):.5f}")
print(f"Psi: {deg(psi):.3f} deg, Delta: {deg(delta):.3f} deg")
for angle, value in zip((0, 45, 90, 135), four):
    print(f"signal at A = {angle} deg: {value:.6f} (polariser output = 1)")
print(f"mean signal I0: {mix.mean():.6f} (polariser output = 1)")
print(f"alpha: {alpha:.5f}")
print(f"beta: {beta:.5f}")
print(f"sqrt(1 - alpha^2): {np.sqrt(1 - alpha**2):.5f}")
print(f"recovered Psi: {deg(psi_back):.3f} deg")
print(f"recovered cos Delta: {np.cos(delta_back):.5f}")
print(f"recovered |Delta|: {deg(delta_back):.3f} deg")
print(f"values of Delta on the circle matching beta: {matches}")
print(f"1 - alpha^2 - beta^2: {1 - alpha**2 - beta**2:.5f}")
print(f"thickness period D: {period:.3f} nm")
print(f"twin thickness D - d: {d_twin:.3f} nm")
print(f"twin Delta: {deg(np.angle(rho_twin)):.3f} deg")
print(f"twin alpha: {alpha_twin:.5f}, beta: {beta_twin:.5f}")
print(f"beta with retarder, film d: {beta_c:.5f}")
print(f"beta with retarder, twin: {beta_c_twin:.5f}")
print(f"signed Delta, film d: {deg(delta_signed):.3f} deg")
print(f"signed Delta, twin: {deg(delta_signed_twin):.3f} deg")
print(f"mixture alpha: {mix_ab[0]:.5f}, beta: {mix_ab[1]:.5f}")
print(f"mixture |beta| with retarder: {abs(mix_beta_c):.5f}")
print(f"absorbing substrate index: {n_abs}")
print(f"absorbing, d: alpha {abs_first[0]:.5f}, beta {abs_first[1]:.5f}")
print(f"absorbing, D - d: alpha {abs_twin[0]:.5f}, beta {abs_twin[1]:.5f}")
print(f"assumed error of beta: {beta_error}")
print(f"error of Delta, film d: {errors[0]:.4f} deg")
print(f"error of Delta at {deg(delta_small):.0f} deg, alpha = 0: "
      f"{errors[1]:.4f} deg")
print("all assertions hold")
```

It prints:

```
wavelength: 600 nm
incidence angle: 70 deg
polariser azimuth P: 30 deg
film index: 1.5, substrate index: 4.0
film thickness d: 100.0 nm
cosine of angle in film: 0.77945
cosine of angle in substrate: 0.97201
r01: p -0.20613, s -0.54735
r12: p 0.36273, s -0.53762
phase of X, 2 kz d: 140.301 deg
r_p: -0.46777+0.19796j
r_s: -0.26504-0.37951j
rho: 0.22796-1.07333j
tan Psi: 1.09728, tan P: 0.57735
Psi: 47.656 deg, Delta: -78.009 deg
signal at A = 0 deg: 0.193496 (polariser output = 1)
signal at A = 45 deg: 0.144685 (polariser output = 1)
signal at A = 90 deg: 0.053570 (polariser output = 1)
signal at A = 135 deg: 0.102381 (polariser output = 1)
mean signal I0: 0.123533 (polariser output = 1)
alpha: 0.56635
beta: 0.17122
sqrt(1 - alpha^2): 0.82416
recovered Psi: 47.656 deg
recovered cos Delta: 0.20775
recovered |Delta|: 78.009 deg
values of Delta on the circle matching beta: 2
1 - alpha^2 - beta^2: 0.64993
thickness period D: 256.590 nm
twin thickness D - d: 156.590 nm
twin Delta: 78.009 deg
twin alpha: 0.56635, beta: 0.17122
beta with retarder, film d: 0.80618
beta with retarder, twin: -0.80618
signed Delta, film d: -78.009 deg
signed Delta, twin: 78.009 deg
mixture alpha: 0.56635, beta: 0.17122
mixture |beta| with retarder: 0.00000
absorbing substrate index: (4+0.5j)
absorbing, d: alpha 0.64230, beta 0.16192
absorbing, D - d: alpha 0.49461, beta 0.14577
assumed error of beta: 0.001
error of Delta, film d: 0.0711 deg
error of Delta at 5 deg, alpha = 0: 0.6574 deg
all assertions hold
```
